Optical conductivity from Fermi-filtered random-phase vectors, without diagonalization

**1. What a small diagonalization gets wrong**

Diagonalizing an 800-site piece of disordered graphene gives an optical conductivity of 2.44 at a photon energy of 1 eV and 0.44 at 3 eV, in units of σ₀ = e²/(4ħ). The clean infinite sheet of the same model gives 1.00 and 1.17. The 800-site sums are correct, but the cluster is too small: its allowed transitions fall into separate groups. A larger cluster removes the defect, but storing N eigenvectors takes N² numbers, and finding them takes of order N³ operations. For a million sites, one real double-precision eigenvector matrix fills 8 terabytes.

The conductivity at finite resolution does not need the eigenvectors. It can be obtained from two vectors, propagated for a time of order ħ/η, where η is the energy resolution. The price is a statistical error, which can be computed and controlled.

**2. The conductivity as a sum over transitions**

Consider non-interacting electrons with spin factor g = 2 on a periodic lattice of area A. The one-particle Hamiltonian H has levels E_m, and f_m = 1/(exp[(E_m−μ)/k_BT]+1). Energies are in eV and lengths in nm. Define

D = i[H,x], D_ij = iH_ij(x_j−x_i),

which is ħ times the velocity. The difference x_j−x_i is the actual bond vector, also for bonds that cross the periodic boundary.

A field F₀ cos ωt follows from the vector potential a = −(F₀/ω) sin ωt. For charge −e, each hopping acquires the phase factor exp[−i(e/ħ)a(x_i−x_j)]. To first order in a,

δH = (e a/ħ)D = −(eF₀/E)D sin ωt, E = ħω > 0.

The sine contains exp(±iωt) with amplitude 1/2. The golden rule therefore gives the transition rate m→n

(2π/ħ)(eF₀/2E)²|D_mn|² δ(E−Δ), Δ = E_n−E_m.

Absorption carries the weight f_m(1−f_n) and the reverse emission carries f_n(1−f_m). The products cancel in the difference, which leaves

p_mn = f_m(1−f_n) − f_n(1−f_m) = f_m−f_n.

The absorbed power is gE times the net rate, and it must equal ½σAF₀². Since gE(2π/ħ)e²F₀²/(4E²) = πge²F₀²/(2ħE),

σ(E) = (πg e²/(ħEA)) Σ_mn p_mn|D_mn|² δ(E−Δ). (1)

This is the Kubo-Greenwood formula for the real part of σ_xx at leading order in the field. The zero-frequency delta function of a finite periodic cluster is not included.

**3. From transitions to a correlation function**

Let s = t/ħ, in 1/eV, and define

C(s) = Tr[f e^{iHs} D e^{−iHs}(1−f)D].

In the eigenbasis, with D Hermitian,

C(s) = Σ_mn f_m(1−f_n)|D_mn|² e^{−iΔs},

Im C(s) = −Σ_mn f_m(1−f_n)|D_mn|² sin Δs.

Exchanging the labels m and n reverses Δ, so the same quantity is also +Σ f_n(1−f_m)|D_mn|² sin Δs. Half the sum of the two forms is

Im C(s) = −½ Σ_mn p_mn|D_mn|² sin Δs. (2)

Now choose a window w(s) with w(0) = 1 and define

σ_w(E) = −(2g e²/(ħEA)) ∫₀^∞ w(s) sin(Es) Im C(s) ds. (3)

The product of sines gives

∫₀^∞ w sin(Es) sin(Δs) ds = ½∫₀^∞ w[cos((E−Δ)s) − cos((E+Δ)s)] ds
= (π/2)[G(E−Δ) − G(E+Δ)],

G(x) = (1/π)∫₀^∞ w(s) cos(xs) ds.

Inserting (2) in (3), the two minus signs cancel and the factors 2·½·π/2 leave π/2:

σ_w = (πg e²/(2ħEA)) Σ_mn p_mn|D_mn|² [G(E−Δ) − G(E+Δ)]. (4)

In the second term exchange m and n. Both p_mn and Δ change sign, so this term equals the first, and

σ_w(E) = (πg e²/(ħEA)) Σ_mn p_mn|D_mn|² G(E−Δ). (5)

This is (1) with the delta function replaced by G. It holds for this model at any temperature. For the Gaussian window w = exp(−η²s²/2),

G(x) = exp(−x²/2η²)/(η√(2π)).

The window also protects the sign. In (4), p_mn has the sign of Δ. For Δ > 0, |E−Δ| < E+Δ, and a Gaussian is larger at the smaller distance, so no term is negative. An abrupt cut at s = S gives G = sin(Sx)/(πx), which has negative lobes. On a 72-site disordered cluster, (3) was summed over the time points of section 6, which end at 30/eV. With an abrupt cut after the last point, the lowest value between 0.5 and 8 eV was −0.82 σ₀. The Gaussian window gave −9×10⁻¹⁰ σ₀, which is zero within the numerical error found in section 7.

**4. What the window does to the answer**

Let σ be the smooth conductivity of a large system. Equation (5) averages Eσ(E), not σ(E), over the Gaussian. Expanding to second order in η gives

σ_w − σ ≈ (η²/2E) d²(Eσ)/dE² = η²[σ″/2 + σ′/E].

The method is therefore accurate where σ varies slowly over η and E is several times η.

At low energy it fails in a definite way. For a transition with 0 < Δ ≪ η,

[G(E−Δ) − G(E+Δ)]/E ≈ −2ΔG′(E)/E = 2ΔG(E)/η².

Its integral over E > 0 is Δ/η². The unbroadened transition would give ∫δ(E−Δ)dE/E = 1/Δ. The window thus keeps only the fraction (Δ/η)² of its integrated weight. A Drude peak narrower than η is suppressed, not merely broadened, and a direct-current conductivity must not be read from such a run.

**5. One random vector, two propagated vectors**

Take φ_j = exp(iθ_j), with independent phases uniform on [0,2π). The mean of φ_iφ_j* is δ_ij, so the mean of ⟨φ|M|φ⟩ is Tr M for any matrix M. Form

a(s) = e^{−iHs} f φ, b(s) = e^{−iHs}(1−f)Dφ.

Because f and H are Hermitian,

⟨a(s)|D|b(s)⟩ = ⟨φ|M(s)|φ⟩, M(s) = f e^{iHs}De^{−iHs}(1−f)D,

whose mean is C(s). Both vectors must start from the same φ. With independent φ and φ′, the mean of φ_i*φ′_j vanishes for every i and j, and so does the mean signal. On the 800-site cluster at 5.4 eV, mismatched vectors gave 0.14 ± 0.11 σ₀, where the diagonalized value is 3.88 σ₀.

For each φ the estimate of σ_w is a real quadratic form ⟨φ|K|φ⟩ with

K(E) = −(2g e²/(ħEA)) ∫₀^∞ w sin(Es) [M(s)−M†(s)]/(2i) ds.

The diagonal part Σ_i K_ii does not fluctuate, since |φ_i| = 1. The fluctuating part is X = Σ_{i≠j} K_ij φ_i*φ_j. In the mean of X², the product φ_i*φ_jφ_k*φ_l survives for i≠j, k≠l only if k = j and l = i. With K_ji = K_ij*,

Var = Σ_{i≠j} K_ijK_ji = Σ_{i≠j}|K_ij|². (6)

The mean of R vectors has the standard error √(Var/R). If AK_ij falls off with distance so that each row of |AK_ij|² has a bounded sum, then Var ∝ N/A² ∝ 1/N, and the error scales as 1/√(NR). This presumes a sample larger than the range of K.

**6. Filter, propagation and their errors**

Let B bound the spectrum, so that h = H/B lies within [−1,1]. The Chebyshev polynomials T_k(cos θ) = cos kθ obey

T_{k+1}(h) = 2hT_k(h) − T_{k−1}(h),

and each new term costs one sparse product.

*Fermi filter.* Write f(H) = Σ_k c_kT_k(h). The c_k are Fourier coefficients of f(B cos θ). The nearest poles of f lie at E = μ ± iπk_BT. When |μ| and πk_BT are both much smaller than B, they sit at a distance y = πk_BT/B from the real θ axis. Each has residue of size k_BT/B in θ, and two of them contribute. When ky is large, the farther poles are negligible and

|c_k| ≲ (4k_BT/B) e^{−ky}.

For k_BT = 0.02585 eV and B = 8.686 eV, y = 0.00935 and the prefactor is 0.0119. Reaching 10⁻¹⁰ then needs k ≈ ln(1.19×10⁸)/0.00935 ≈ 1990. Cutting the computed coefficients at 10⁻¹⁰ left 1971 terms. Apart from a slowly varying logarithm, the number of filter terms grows as 1/T on cooling. In the opposite limit, k_BT ≫ B and |μ|, p_mn → Δ/(4k_BT), so σ falls as 1/T and the filter needs few terms.

*Time step.* The Bessel generating function exp[z(u−1/u)/2] = Σ_k J_k(z)u^k, with u = −ie^{iθ}, has the exponent −iz cos θ. Combining k with −k through J_{−k} = (−1)^kJ_k gives

e^{−izh} = J₀(z) + 2Σ_{k≥1}(−i)^kJ_k(z)T_k(h), z = Bτ,

where τ is the step in s.

With τ = 0.2/eV (0.132 fs), z = 1.74 and 16 terms left neglected coefficients below about 10⁻¹³.

*Sampling.* In the trace, the integrand w sin(Es) sin(Δs) is even in s and zero at s = 0. The sum τ Σ_{n≥1} over the points s = nτ is thus half of a trapezoidal sum over the whole line. By Poisson summation it replaces G(x) by Σ_q G(x+2πq/τ). The images are 31.4 eV apart. At E = 7 eV, E+Δ is at most 7 + 2B = 24.4 eV, so the nearest image is 7 eV, or 35η, away. For a single φ, sampling also alters the noise, but the mean is still the sampled trace.

*Duration.* Stopping at s = 6/η = 30/eV (19.7 fs) leaves a window value of 1.5×10⁻⁸.

The procedure for each φ is:

1. Apply f to φ and to Dφ, and form a(0) = fφ and b(0) = Dφ − fDφ.
2. Advance both by τ, and record Im⟨a|D|b⟩.
3. Repeat up to 6/η, then evaluate (3) at all wanted energies from the one record.
4. Average over φ, and take the error from the scatter.

**7. Comparison with diagonalization**

The example is a graphene sheet with hopping t = 2.7 eV, bond d = 0.142 nm, μ = 0.3 eV, temperature 300 K and η = 0.2 eV. The on-site energies are uniform over a full width of 1 eV, that is, 0.29 eV rms.

The deterministic part is tested by removing the randomness. On 72 sites, the trace was taken over all 72 unit vectors and compared with (5) from the eigenvectors. At energies from 1 to 7 eV, the largest difference was 2.7×10⁻⁹ σ₀ at 300 K and 3.3×10⁻⁹ σ₀ at k_BT = 0.5 eV.

The statistical part is tested on 800 sites with 32 vectors. Conductivities are in σ₀, and the quoted errors come from the scatter:

E = 1.0 eV: diagonalized 2.44, random 2.33 ± 0.25
E = 2.0 eV: diagonalized 1.13, random 1.23 ± 0.13
E = 3.0 eV: diagonalized 0.44, random 0.44 ± 0.03
E = 4.0 eV: diagonalized 1.82, random 2.01 ± 0.11
E = 5.4 eV: diagonalized 3.88, random 3.84 ± 0.10
E = 7.0 eV: diagonalized 0.85, random 0.83 ± 0.03

The largest deviation, at 4 eV, is 0.191/0.109 = 1.7 standard errors. At 2 and 5.4 eV, K was also built from the eigenvectors. Its quadratic form reproduced each propagated vector's result to better than 10⁻⁹ σ₀, so the deviations in the list at these energies are sampling noise.

Equation (6) predicts one-vector noise of 0.533 σ₀ at 2 eV and 0.729 σ₀ at 5.4 eV. Two thousand fresh draws gave 0.542 and 0.730. The formula's error for 32 vectors at 2 eV is 0.533/√32 = 0.094 σ₀, whereas the scatter of the actual 32 suggested 0.127. Here the error bar estimated from 32 vectors was thus about 35% larger than the formula's value.

**8. The clean sheet and the size of the sample**

The absolute scale can be checked in a case with a known answer. In a clean sheet the two sublattices are coupled by

h(k) = −tΣ_j e^{ik·δ_j},

δ₁ = (d,0), δ₂,₃ = (−d/2, ∓√3d/2).

The bands are ±|h|, and D becomes ∂H/∂k_x. With h = |h|e^{iχ}, the band states are (1, ±e^{−iχ})/√2, and the matrix element between them has magnitude

|D_cv| = |Im(h* ∂h/∂k_x)|/|h|.

This formula and the real-space calculation on a clean 200-site cluster agree to 1.1×10⁻¹⁴ σ₀.

At a Dirac point the three phase factors are 1 and e^{±2πi/3}, up to a common phase, and their sum vanishes. To first order in the displacement q, the sums of δ_x and δ_y with these factors are 3d/2 and ∓3id/2. Hence, up to a constant phase, h = ħv(q_x ∓ iq_y) with ħv = 3td/2 = 0.575 eV nm. If q makes the angle α with the x axis, |D_cv|² = (ħv)² sin²α. With two valleys, a full lower band and an empty upper one,

Σ p|D|²δ(E−Δ) = 2(A/4π²)∫q dq dα (ħv)² sin²α δ(E−2ħvq)
= (A/2π²)·π(ħv)²·(E/2ħv)·(1/2ħv) = AE/(8π).

Equation (1) then gives σ = ge²/(8ħ) = e²/(4ħ) = 60.85 μS. This needs k_BT ≪ E/2−|μ| and E ≪ t. With the window of η = 0.2 eV, the full bands give 0.996 σ₀ at 1 eV and 1.07 σ₀ at 2 eV. At 1 eV this window still reaches the blocked transitions below 2μ = 0.6 eV, which lowers the value; with η = 0.05 eV it is 1.015 σ₀.

How large must the sample be? A finite periodic sample replaces the k integral by a grid sum. Poisson summation turns the error into terms with an extra factor e^{ik·L}, where L is a period of the sample. Combined with the phase 2|h|s, such a term is stationary when 2s|∇|h|| = |L|, that is, when electron and hole have separated by one period. On the Dirac cone this happens at s = L/(2ħv), where the window has the value

exp[−½(L/ℓ)²], ℓ = 2ħv/η = 5.75 nm.

For the 800-site cluster, L = 4.92 nm and the factor is 0.69. For 9800 sites, L = 17.22 nm and it is 0.011. Near E = 2t the bands are up to 2/√3 = 1.15 times steeper than the cone, which raises the factor for the larger sheet to 0.035. The largest errors of the clean finite sheets at the six energies, relative to the infinite one, were 1.73 σ₀ and 0.015 σ₀. A clean or weakly scattering sample, with a mean free path longer than ℓ, must therefore be several times wider than ℓ, and halving η doubles the required width.

**9. A sheet of 9800 sites**

Four random vectors on a disordered sheet of 9800 sites (257 nm²) gave the following values in σ₀. The errors are scaled from the 32-vector scatter of the small cluster by √(800/9800)·√(1/4):

E = 1.0 eV: disordered 0.96 ± 0.20, clean infinite 1.00
E = 2.0 eV: disordered 1.00 ± 0.10, clean infinite 1.07
E = 3.0 eV: disordered 1.18 ± 0.03, clean infinite 1.17
E = 4.0 eV: disordered 1.45 ± 0.09, clean infinite 1.39
E = 5.4 eV: disordered 2.54 ± 0.08, clean infinite 2.81
E = 7.0 eV: disordered 0.61 ± 0.03, clean infinite 0.60

The clean value at 5.4 eV belongs to the chosen resolution, because the clean bands have a van Hove singularity at E = 2t: it is 2.81 σ₀ for η = 0.2 eV, but 3.3 σ₀ for 0.1 eV and 3.8 σ₀ for 0.05 eV.

At 2 eV the result for the disordered sheet is 60.6 ± 6.2 μS. The errors in the list are themselves uncertain. At 2 eV, the scatter from which the error is scaled was about 35% above the formula's value (section 7), so this error may be too large. Between 3 and 8 eV, the scatter of the four vectors was on average 1.59 times what the 1/√N rule predicts from the small cluster. Four vectors determine a scatter poorly. In addition, the rule presumes a sample larger than the range of K. The small cluster, 4.92 nm wide, is narrower than the length ℓ = 5.75 nm of section 8, so the scaled errors are only rough estimates, and they fail unevenly. For clean sheets, equation (6) gives four-vector errors on 9800 sites of 0.105 σ₀ at 1 eV, 0.069 σ₀ at 3 eV and 0.089 σ₀ at 5.4 eV, whereas scaling from the clean 800-site cluster gives 0.196, 0.029 and 0.118 σ₀. The error listed at 3 eV is thus probably too small by a factor of about 2.4, and the one at 1 eV too large by about 2. A production run should take its errors from its own vectors.

With an error near 0.09 σ₀, the drop of 0.27 σ₀ at 5.4 eV is about three standard errors, but four vectors fix its size poorly. Diagonalizing sheets 70 cells wide that repeat a 14-cell pattern of the same disorder gave 2.62 to 2.68 σ₀ for three patterns. The disorder does blunt the peak, by roughly 0.12 to 0.19 σ₀ in those sheets. The calculation also uses one disorder configuration, whose sample-to-sample variation is not in the error bars.

**10. The model beside real graphene**

The hopping, bond length and doping are rough typical values for graphene. The disorder is moderate in its effect. A Born estimate gives ħ/τ ≈ 4 meV at the Fermi level, a mean free path near 145 nm and a mobility near 4000 cm²/Vs. These values are well below those of the cleanest sheets but typical of an ordinary supported one. Only near the saddle point does ħ/τ reach about 0.1 eV, so at η = 0.2 eV the disorder shows mainly at the peak. Measured infrared and visible conductivity lies near σ₀, as in the model. The measured ultraviolet peak lies roughly at 4.6 eV, below the model's 2t = 5.4 eV. Several neglected effects can matter there:

- *Third-neighbour hopping t₃.* At the band saddle point the third-neighbour sum is −3 times the nearest-neighbour sum, so |h| = t−3t₃. A rough t₃ = 0.1 eV, with t held fixed, moves the transition from 5.4 to 4.8 eV. It also lowers ħv from 0.575 to 0.533 eV nm; if t is raised to 2.9 eV to keep the velocity, the transition lies at 5.2 eV. The changes quoted next are for fixed t. In the clean sheet, σ changes by −1.40 σ₀ at 5.4 eV but by only +0.04 σ₀ at 2 eV.
- *Bond motion.* A bond of reduced mass M = 6 atomic mass units, vibrating harmonically with a rough phonon energy ε = 0.2 eV, has the ground-state length spread ħ/√(2Mε) = 0.0042 nm. Thermal motion at 300 K adds little, since ε ≫ k_BT. If the relative hopping change is three times the relative length change, the hopping spread is 0.24 eV. Treated as static noise in the 800-site cluster, with the on-site energies unchanged, it shifts σ by −0.91 σ₀ at 5.4 eV and +0.03 σ₀ at 2 eV. By section 8 this cluster is too small for the shifts to be carried over to a large sheet. In sheets 70 cells wide that repeat a 14-cell disorder pattern, different patterns gave shifts of only about −0.34 to −0.40 σ₀ at 5.4 eV, which is still a visible lowering of the peak.
- *Electron-electron interaction.* For a rough dielectric constant κ = 2.5, the coupling e²/(4πε₀κħv) is 1.0, which is not small. Its effect on the spectrum is not computed here. Many-body calculations attribute the position and shape of the measured peak largely to electron-hole attraction.

The neglected photon momentum is minor by comparison, since v/c = 0.003. The numerical errors of section 7 therefore measure how well the independent-electron model is solved for a given cluster and resolution, not how well it describes a real sheet. The full numerical output follows.

Numbers as computed

```
hopping 2.7 eV, bond 0.142 nm, chemical potential 0.3 eV
disorder full width 1.0 eV, rms 0.289 eV
temperature 300 K, kT 0.02585 eV, eta 0.2 eV
time step 0.2 1/eV = 0.1316 fs, steps 150
total time 19.75 fs, last window 1.52e-08
alias energy 2 pi/step 31.42 eV, spectral bound 8.686 eV
Chebyshev terms: Fermi filter 1971, time step 16
conductivity unit s0 = e^2/(4 hbar) = 60.853 microsiemens
complete basis, 72 sites: max error 2.7e-09 s0 at 300 K, 3.3e-09 s0 at kT = 0.5 eV
lowest sigma, 72 sites: Gaussian window -9.24e-10 s0, abrupt cut -0.822 s0
real space against Bloch formula, 200 sites: max error 1.1e-14 s0
small cluster: 800 sites, 20.96 nm^2, 32 vectors
  E 1.0 eV: diagonalized 2.4371, random 2.3252 +- 0.2521 s0
  E 2.0 eV: diagonalized 1.1326, random 1.2312 +- 0.1270 s0
  E 3.0 eV: diagonalized 0.4352, random 0.4376 +- 0.0348 s0
  E 4.0 eV: diagonalized 1.8201, random 2.0108 +- 0.1094 s0
  E 5.4 eV: diagonalized 3.8763, random 3.8444 +- 0.1041 s0
  E 7.0 eV: diagonalized 0.8509, random 0.8297 +- 0.0340 s0
independent vectors at 5.4 eV: 0.1411 +- 0.1115 s0
one-vector noise at 2.0 eV: formula 0.5330, 2000 draws 0.5424 s0; propagation error 5.4e-10 s0
one-vector noise at 5.4 eV: formula 0.7285, 2000 draws 0.7298 s0; propagation error 3.4e-10 s0
large sheet: 9800 sites, 256.7 nm^2, 4 vectors
  E 1.0 eV: disordered 0.9574 +- 0.2037, clean infinite 0.9962 s0
  E 2.0 eV: disordered 0.9955 +- 0.1026, clean infinite 1.0691 s0
  E 3.0 eV: disordered 1.1756 +- 0.0281, clean infinite 1.1747 s0
  E 4.0 eV: disordered 1.4530 +- 0.0884, clean infinite 1.3941 s0
  E 5.4 eV: disordered 2.5366 +- 0.0841, clean infinite 2.8077 s0
  E 7.0 eV: disordered 0.6108 +- 0.0275, clean infinite 0.6038 s0
large sheet at 2.0 eV: 60.58 +- 6.24 microsiemens
noise ratio large/small times sqrt(site ratio), 3 to 8 eV: 1.589
clean finite-size error, max over table: 20 cells wide 1.7341, 70 cells wide 0.0152 s0
pair separation 2 hbar v/eta 5.75 nm; cluster widths 4.92 and 17.22 nm
neglected third-neighbour hopping 0.1 eV (rough): change +0.0415 s0 at 2.0 eV, -1.3954 s0 at 5.4 eV
neglected bond motion (rough phonon 0.2 eV, sensitivity 3.0): rms 0.00418 nm, hopping rms 0.238 eV
  change in small cluster +0.0321 s0 at 2.0 eV, -0.9131 s0 at 5.4 eV
neglected Coulomb coupling e^2/(4 pi eps0 kappa hbar v), rough kappa 2.5: 1.002
neglected photon momentum: v/c = 0.00291
```
